**Recoil operator and specific mass shift in lithium-like ions**

For small $\zeta=Z\alpha$, transverse photons reverse the sign of the relativistic correction that $\mathbf p_i\cdot\mathbf p_j/M$ alone gives to the $2p_j$–$2s$ specific mass shift. Here $M$ is the nuclear mass, and the complete instantaneous pair operator is $\mathbf D_i\cdot\mathbf D_j/M$ with $\mathbf D=\mathbf p-\mathbf R/2$ and $\mathbf R=(\zeta/r)[\boldsymbol\alpha+\mathbf n(\boldsymbol\alpha\cdot\mathbf n)]$, where $\mathbf n=\mathbf r/r$. The program builds four-component hydrogenic orbitals and asserts that they satisfy the Dirac equation. It asserts that matrix elements from three-dimensional quadrature agree with the commutator identities and radial formulas, and that the shift from an antisymmetric three-electron tensor agrees with the derived expression. It also asserts the analytic $\zeta^2$ coefficients and checks the transverse vector potential symbolically. The output gives total coefficients of $-0.4864$ for $2p_{1/2}$ and $-0.3558$ for $2p_{3/2}$, against $+1.2636$ and $+0.2692$ from $\mathbf p_i\cdot\mathbf p_j$ alone. Electron repulsion, retardation, nuclear size and the normal mass shift are not included.

## Program and output

```python
"""Relativistic specific mass shift (SMS) of lithium-like 2p_j - 2s.
Claim: with D = p - R/2, R = (zeta/r)[alpha + n (alpha.n)], n = r/|r|,
the pair operator is D_i.D_j/M, not p_i.p_j/M.  For small zeta = Z*alpha_fs
the transverse part R reverses the sign of the relative zeta^2 correction:
  SMS = -(2^9/3^8) zeta^2/M * (1 + c zeta^2 + ...),
  c(2p1/2) = -29/48 + ln(9/8),  c(2p3/2) = -13/48 - ln(32/27)/2.
Units hbar = c = electron mass = 1.  Orbitals: hydrogenic Dirac, point nucleus.
G, F: large and small radial functions; kappa: Dirac angular number.
"""
from itertools import permutations
from math import lgamma
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import roots_genlaguerre

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ALPHA = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in SIGMA])
BETA = np.diag([1.0, 1.0, -1.0, -1.0])


def sigma_n(chi, n):
    """Apply sigma.n to a two-component function."""
    return np.array([n[2] * chi[0] + (n[0] - 1j * n[1]) * chi[1],
                     (n[0] + 1j * n[1]) * chi[0] - n[2] * chi[1]])


class Orbital:
    """Hydrogenic Dirac orbital with nodes = 0 or 1."""

    def __init__(self, nodes, kappa, mu, zeta):
        self.nodes, self.kappa, self.mu, self.zeta = nodes, kappa, mu, zeta
        self.gamma = np.sqrt(kappa**2 - zeta**2)
        self.big_n = np.sqrt(nodes**2 + 2 * nodes * self.gamma + kappa**2)
        self.energy = (self.gamma + nodes) / self.big_n
        self.lam = zeta / self.big_n
        x, w = roots_genlaguerre(8, 2 * self.gamma)
        g, f = self.polynomials(x)
        self.norm = 1 / np.sqrt(np.sum(w * (g**2 + f**2)) / (2 * self.lam))

    def polynomials(self, rho):
        lag = 1 - self.nodes * rho / (2 * self.gamma + 1)
        lead = (self.big_n - self.kappa) * lag
        return (np.sqrt(1 + self.energy) * (lead - self.nodes),
                -np.sqrt(1 - self.energy) * (lead + self.nodes))

    def radial(self, r):
        rho = 2 * self.lam * r
        g, f = self.polynomials(rho)
        common = self.norm * rho**self.gamma * np.exp(-rho / 2)
        return common * g, common * f

    def angular(self, n):
        one, zero = np.ones_like(n[0]) + 0j, np.zeros_like(n[0]) + 0j
        if self.kappa == -2:
            y10 = np.sqrt(3 / (4 * np.pi)) * n[2] + 0j
            y11 = -np.sqrt(3 / (8 * np.pi)) * (n[0] + 1j * n[1])
            if self.mu == 1.5:
                return np.array([y11, zero])
            return np.array([np.sqrt(2 / 3) * y10, np.sqrt(1 / 3) * y11])
        chi = np.array([one, zero] if self.mu > 0 else [zero, one])
        chi = chi / np.sqrt(4 * np.pi)
        return chi if self.kappa == -1 else -sigma_n(chi, n)

    def spinor(self, pos):
        r = np.sqrt(np.sum(pos**2, axis=0))
        n = pos / r
        g, f = self.radial(r)
        chi = self.angular(n)
        return np.concatenate([g * chi, -1j * f * sigma_n(chi, n)]) / r

    def gradient(self, pos):
        """Fourth-order central differences along x, y, z."""
        step = 1e-3 * np.sqrt(np.sum(pos**2, axis=0))
        result = []
        for axis in range(3):
            d = np.zeros_like(pos)
            d[axis] = step
            near = self.spinor(pos + d) - self.spinor(pos - d)
            far = self.spinor(pos + 2 * d) - self.spinor(pos - 2 * d)
            result.append((8 * near - far) / (12 * step))
        return np.array(result)


COS, W_COS = np.polynomial.legendre.leggauss(10)
PHI = 2 * np.pi * np.arange(12) / 12
SIN = np.sqrt(1 - COS**2)
DIRS = np.array([np.outer(SIN, np.cos(PHI)).ravel(),
                 np.outer(SIN, np.sin(PHI)).ravel(),
                 np.outer(COS, np.ones(12)).ravel()])
W_DIRS = np.outer(W_COS, np.full(12, 2 * np.pi / 12)).ravel()


def radial_grid(a, b):
    """Nodes and weights for integrals over dr of orbital products."""
    power, decay = a.gamma + b.gamma - 1, a.lam + b.lam
    x, w = roots_genlaguerre(8, power)
    return x / decay, w * x**(-power) * np.exp(x) / decay


def elements(a, b):
    """Three-dimensional matrix elements <a|vector operator|b>."""
    r1, w1 = radial_grid(a, b)
    pos = (DIRS[:, None, :] * r1[None, :, None]).reshape(3, -1)
    weight = np.outer(w1 * r1**2, W_DIRS).ravel()
    r = np.sqrt(np.sum(pos**2, axis=0))
    n = pos / r
    bra = a.spinor(pos).conj() * weight
    ket = b.spinor(pos)
    a_ket = np.einsum('kij,jn->kin', ALPHA, ket)
    an_ket = np.einsum('kn,kin->in', n, a_ket)
    r_ket = b.zeta / r * (a_ket + n[:, None, :] * an_ket[None])

    def bracket(v):
        return np.einsum('in,kin->k', bra, v)

    return {'p': bracket(-1j * b.gradient(pos)), 'R': bracket(r_ket),
            'r': bracket(pos[:, None, :] * ket),
            'n': bracket(n[:, None, :] * ket),
            'alpha': bracket(a_ket), 'alpha/r': bracket(a_ket / r)}


DET = np.zeros((3, 3, 3))
for perm in permutations(range(3)):
    DET[perm] = np.linalg.det(np.eye(3)[list(perm)]) / np.sqrt(6)


def pair_mean(a_op, b_op):
    """Mean of sum over the three pairs of A_i.B_j in the determinant."""
    value = 3 * np.einsum('ijk,ail,ajm,lmk->', DET, a_op, b_op, DET,
                          optimize=True)
    assert abs(value.imag) < 1e-10
    return value.real


VALENCE = {'2s1/2': (1, -1, 0.5), '2p1/2': (1, 1, 0.5), '2p3/2': (0, -2, 0.5)}


def sms_parts(zeta, state):
    """p.p, one-photon and two-photon parts of M*SMS, plus the elements."""
    orbs = [Orbital(0, -1, 0.5, zeta), Orbital(0, -1, -0.5, zeta),
            Orbital(*state, zeta)]
    table = [[elements(a, b) for b in orbs] for a in orbs]
    p_op, r_op = [np.array([[[table[i][j][key][k] for j in range(3)]
                             for i in range(3)] for k in range(3)])
                  for key in ('p', 'R')]
    parts = np.array([pair_mean(p_op, p_op), -pair_mean(p_op, r_op),
                      pair_mean(r_op, r_op) / 4])
    return parts, orbs, table


def nonrel(zeta):
    return -2**9 / 3**8 * zeta**2


# The instantaneous transverse potential of a moving charge.
xs = sp.symbols('x y z', positive=True)
vs = sp.symbols('v1 v2 v3', real=True)
rad = sp.sqrt(sum(q**2 for q in xs))
v_dot_r = sum(u * q for u, q in zip(vs, xs))
pot = [(u / rad + q * v_dot_r / rad**3) / 2 for u, q in zip(vs, xs)]
assert sp.simplify(sum(sp.diff(f, q) for f, q in zip(pot, xs))) == 0
along = sum(u * sp.diff(1 / rad, q) for u, q in zip(vs, xs))
for f, q in zip(pot, xs):
    lap = sum(sp.diff(f, t, 2) for t in xs)
    assert sp.simplify(lap + sp.diff(along, q)) == 0

# Orbitals solve the Dirac equation; element identities hold at finite zeta.
fs = const.fine_structure
rng = np.random.default_rng(4)
for z_test in (30, 80):
    zeta = z_test * fs
    points = rng.uniform(0.3, 2.0, (3, 20)) / zeta
    dist = np.sqrt(np.sum(points**2, axis=0))
    for name, state in VALENCE.items():
        parts, orbs, table = sms_parts(zeta, state)
        for orb in orbs:
            psi = orb.spinor(points)
            h_psi = (-1j * np.einsum('kij,kjn->in', ALPHA, orb.gradient(points))
                     + BETA @ psi - zeta / dist * psi)
            assert np.max(abs(h_psi - orb.energy * psi)) < 1e-8 * np.max(abs(psi))
        if name == '2s1/2':
            assert np.max(abs(parts)) < 1e-10 * zeta**2
            continue
        val, core = orbs[2], orbs[0]
        e_sum, e_dif = val.energy + core.energy, val.energy - core.energy
        for c_index in (0, 1):
            el = table[2][c_index]
            tol = 1e-8 * zeta
            p_rhs = e_sum / 2 * el['alpha'] + zeta * el['alpha/r']
            d_rhs = 0.5j * e_dif * (e_sum * el['r'] + zeta * el['n'])
            assert np.max(abs(el['p'] - p_rhs)) < tol
            assert np.max(abs(el['alpha'] - 1j * e_dif * el['r'])) < tol
            assert np.max(abs(el['p'] - el['R'] / 2 - d_rhs)) < tol
        # Radial formulas for R/2 and for D, with angular sum 1/3.
        r1, w1 = radial_grid(val, core)
        ga, fa = val.radial(r1)
        gb, fb = core.radial(r1)
        j_plus = np.sum(w1 * (fa * gb + ga * fb) / r1)
        j_minus = np.sum(w1 * (fa * gb - ga * fb) / r1)
        amp = zeta * ((val.kappa - core.kappa) / 2 * j_plus + j_minus)
        assert abs(parts[2] + amp**2 / 3) < 1e-8 * zeta**2
        i0, i1 = [np.sum(w1 * r1**k * (ga * gb + fa * fb)) for k in (0, 1)]
        d_amp = e_dif / 2 * (e_sum * i1 + zeta * i0)
        assert abs(parts.sum() + d_amp**2 / 3) < 1e-8 * zeta**2
        if name == '2p3/2':
            g1, g2 = core.gamma, val.gamma
            mix = (np.sqrt((1 + g1) * (1 + g2 / 2))
                   + np.sqrt((1 - g1) * (1 - g2 / 2))) / 2

            def closed(k):
                return mix * np.exp(
                    (g1 + .5) * np.log(2 * zeta) + (g2 + .5) * np.log(zeta)
                    - (lgamma(2 * g1 + 1) + lgamma(2 * g2 + 1)) / 2
                    + lgamma(g1 + g2 + k + 1)
                    - (g1 + g2 + k + 1) * np.log(1.5 * zeta))

            amp3 = (g2 / 2 - g1) / 2 * ((g2 / 2 + g1) * closed(1)
                                       + zeta * closed(0))
            assert abs(parts.sum() + amp3**2 / 3) < 1e-8 * zeta**2
            other_m, _, _ = sms_parts(zeta, (0, -2, 1.5))
            assert np.max(abs(other_m - parts)) < 1e-8 * zeta**2

# Coefficients of zeta^2 from small zeta, against the analytic expansion.
log98, log3227 = np.log(9 / 8), np.log(32 / 27)
expected = {'2p1/2': (55 / 48 + log98, -7 / 4, -29 / 48 + log98,
                      -13 / 32 + log98 / 2),
            '2p3/2': (17 / 48 - log3227 / 2, -5 / 8, -13 / 48 - log3227 / 2,
                      -31 / 96 - log3227 / 4)}
print('Relative zeta^2 coefficients (dimensionless), from quadrature')
for name in ('2p1/2', '2p3/2'):
    rows, seagull = [], []
    for zeta in (0.03, 0.06):
        parts, _, table = sms_parts(zeta, VALENCE[name])
        rel = parts / nonrel(zeta)
        i1 = np.sqrt(3 * sum(np.sum(abs(table[2][c]['r'])**2) for c in (0, 1)))
        i1_nr = np.sqrt(3 * 2**15 / 3**10) / zeta
        rows.append(np.array([rel[0] - 1, rel[1], rel.sum() - 1,
                              i1 / i1_nr - 1]) / zeta**2)
        seagull.append(rel[2])
    coef = (4 * rows[0] - rows[1]) / 3
    # Remaining zeta^4 terms and difference noise are of order 1e-5.
    assert np.max(abs(coef - np.array(expected[name]))) < 1e-4, (name, coef)
    slope = np.log2(seagull[1] / seagull[0])
    assert abs(slope - 4) < 0.05
    assert coef[0] > 0 > coef[2]
    print(f'{name}: p.p alone {coef[0]:+.4f}, transverse {coef[1]:+.4f}, '
          f'total {coef[2]:+.4f}')
    print(f'{name}: transverse / (relativistic part of p.p) '
          f'{coef[1] / coef[0]:+.3f}')
    print(f'{name}: coefficient of radial integral I1 {coef[3]:+.4f}')
    print(f'{name}: power of zeta of two-photon part, relative {slope:.3f}')
print(f'Nonrelativistic factor 2^9/3^8 = {2**9 / 3**8:.6f}')

print('Relative parts of the SMS of 2p - 2s, percent of nonrelativistic value')
saved = {}
for z_now in (10, 30, 50, 80):
    zeta = z_now * fs
    for name in ('2p1/2', '2p3/2'):
        parts, orbs, _ = sms_parts(zeta, VALENCE[name])
        saved[z_now, name] = parts
        q = 100 * parts / nonrel(zeta)
        if z_now <= 30:
            assert q[0] > 100 > q.sum()
        print(f'Z={z_now} {name}: p.p excess {q[0] - 100:+.3f}, one-photon '
              f'{q[1]:+.3f}, two-photon {q[2]:+.4f}, net {q.sum() - 100:+.3f}')

# Worked example: model ions with round nuclear masses.
z_ex, mass_light, mass_heavy = 30, 64.0, 66.0
zeta = z_ex * fs
mc2_ev = const.m_e * const.c**2 / const.e
ratio_light = const.m_e / (mass_light * const.atomic_mass)
ratio_heavy = const.m_e / (mass_heavy * const.atomic_mass)
unit = 1e3 * mc2_ev * ratio_light
print(f'Example: Z = {z_ex}, nuclear masses {mass_light:.0f} u and '
      f'{mass_heavy:.0f} u')
print(f'zeta = {zeta:.6f}, zeta^2 = {zeta**2:.6f}')
print(f'm/M for the light nucleus = {ratio_light:.6e}')
print(f'm c^2 (m/M) for the light nucleus = {unit:.3f} meV')
print(f'Nonrelativistic SMS of 2p - 2s = {unit * nonrel(zeta):.4f} meV')
for name in ('2p1/2', '2p3/2'):
    parts = saved[z_ex, name]
    e = unit * parts
    print(f'{name}: p.p {e[0]:.4f} meV, one-photon {e[1]:+.4f} meV, '
          f'two-photon {e[2]:+.5f} meV')
    print(f'{name}: complete instantaneous SMS {e.sum():.4f} meV')
    print(f'{name}: p.p alone is too large in size by '
          f'{100 * (parts[0] / parts.sum() - 1):.3f} percent')
    iso = 1e6 * mc2_ev * (ratio_heavy - ratio_light)
    print(f'{name}: heavy minus light, p.p {iso * parts[0]:.2f} micro-eV, '
          f'complete {iso * parts.sum():.2f} micro-eV')
    ghz = iso * parts.sum() * 1e-6 * const.e / const.h / 1e9
    print(f'{name}: heavy minus light, complete = {ghz:.2f} GHz')

print('done: every assertion held')
```

Running it gives:

```
Relative zeta^2 coefficients (dimensionless), from quadrature
2p1/2: p.p alone +1.2636, transverse -1.7500, total -0.4864
2p1/2: transverse / (relativistic part of p.p) -1.385
2p1/2: coefficient of radial integral I1 -0.3474
2p1/2: power of zeta of two-photon part, relative 4.005
2p3/2: p.p alone +0.2692, transverse -0.6250, total -0.3558
2p3/2: transverse / (relativistic part of p.p) -2.322
2p3/2: coefficient of radial integral I1 -0.3654
2p3/2: power of zeta of two-photon part, relative 4.002
Nonrelativistic factor 2^9/3^8 = 0.078037
Relative parts of the SMS of 2p - 2s, percent of nonrelativistic value
Z=10 2p1/2: p.p excess +0.677, one-photon -0.938, two-photon +0.0022, net -0.259
Z=10 2p3/2: p.p excess +0.143, one-photon -0.333, two-photon +0.0003, net -0.190
Z=30 2p1/2: p.p excess +6.378, one-photon -8.930, two-photon +0.1874, net -2.364
Z=30 2p3/2: p.p excess +1.291, one-photon -3.049, two-photon +0.0229, net -1.735
Z=50 2p1/2: p.p excess +19.560, one-photon -27.930, two-photon +1.6312, net -6.739
Z=50 2p3/2: p.p excess +3.579, one-photon -8.742, two-photon +0.1845, net -4.979
Z=80 2p1/2: p.p excess +66.810, one-photon -100.358, two-photon +15.0945, net -18.453
Z=80 2p3/2: p.p excess +8.897, one-photon -24.180, two-photon +1.3422, net -13.941
Example: Z = 30, nuclear masses 64 u and 66 u
zeta = 0.218921, zeta^2 = 0.047926
m/M for the light nucleus = 8.571561e-06
m c^2 (m/M) for the light nucleus = 4380.059 meV
Nonrelativistic SMS of 2p - 2s = -16.3815 meV
2p1/2: p.p -17.4263 meV, one-photon +1.4629 meV, two-photon -0.03070 meV
2p1/2: complete instantaneous SMS -15.9942 meV
2p1/2: p.p alone is too large in size by 8.954 percent
2p1/2: heavy minus light, p.p 528.07 micro-eV, complete 484.67 micro-eV
2p1/2: heavy minus light, complete = 117.19 GHz
2p3/2: p.p -16.5930 meV, one-photon +0.4995 meV, two-photon -0.00376 meV
2p3/2: complete instantaneous SMS -16.0972 meV
2p3/2: p.p alone is too large in size by 3.079 percent
2p3/2: heavy minus light, p.p 502.82 micro-eV, complete 487.80 micro-eV
2p3/2: heavy minus light, complete = 117.95 GHz
done: every assertion held
```
